# A Hydrogen ns State in a Suddenly Applied Weak Field

## Problem

A hydrogen atom is in the state \(|n,l=0,m=0\rangle\), with \(n\ge2\), when a weak static field \(F\) along \(z\) is switched on. Find the population \(P_l(t)\) of each orbital quantum number \(l\), and the first time at which the \(s\) population returns to one.

Hartree atomic units are used. The nucleus is infinitely heavy and spin is ignored until its effect is estimated. The electron has charge \(-1\), so

\[
H=H_0+Fz,\qquad H_0=\frac{p^2}{2}-\frac1r,\qquad E_n=-\frac1{2n^2}.
\]

Neighbouring shells lie about \(1/n^3\) away and are coupled by matrix elements of order \(n^2F\). For \(n^5F\ll1\) we therefore keep only the part of \(Fz\) inside the shell \(n\). This neglects small second-order level shifts. Their phases grow with time, so the result is meant for the first few periods of the motion.

## A tempting wrong solution

Inside the shell, the orbital angular momentum is the sum of two commuting pseudospins, \(\mathbf L=\mathbf J_1+\mathbf J_2\), each of length \(j=(n-1)/2\), and

\[
Fz=-\omega(J_{1z}-J_{2z}),\qquad \omega=\tfrac32nF. \tag{1}
\]

Both facts are correct and are proved below. The argument continues as follows.

"The \(s\) state has \(\mathbf L=0\), so it is the singlet of the two pseudospins. The field turns a pseudospin through the angle \(\omega t\), while the other one serves as the reference direction. The return amplitude is the normalized trace of the rotation matrix for that angle:

\[
P_0^{\rm wrong}=\left[\frac1n\sum_{m=-j}^{j}e^{i\omega tm}\right]^2
=\left[\frac{\sin(n\omega t/2)}{n\sin(\omega t/2)}\right]^2 .
\]

The state returns when a pseudospin has completed a turn, at \(2\pi/\omega=4\pi/(3nF)\). The Stark levels agree, since adjacent levels of the whole shell differ by \(\omega\)."

## Where it fails

The case \(n=2\) can be checked without pseudospins. The radial functions are \(R_{20}=(1-r/2)e^{-r/2}/\sqrt2\) and \(R_{21}=re^{-r/2}/\sqrt{24}\), and the angular factor is \(1/\sqrt3\). Hence

\[
\langle2s|z|2p_0\rangle=\frac1{\sqrt3\sqrt{48}}\int_0^\infty r^4\Big(1-\frac r2\Big)e^{-r}dr
=\frac{24-60}{12}=-3 .
\]

Two degenerate levels coupled by \(-3F\) give \(P_0=\cos^2(3Ft)\). The wrong formula gives \(\cos^2(3Ft/2)\), which is too slow by a factor of two.

The fault is the fixed reference. The opposite signs in (1) make the pseudospins turn in opposite directions, so their relative angle is \(2\omega t=3nFt\). The level argument fails for a related reason. The energies are \(-\omega(m_1-m_2)\), but an \(s\) state contains only \(m_1+m_2=0\). Then \(m_1-m_2=2m_1\) changes in steps of two, and the relevant spacing is \(2\omega\).

## Right solution

### The pseudospins

Let \(D=\mathbf r\cdot\mathbf p\) and define the Runge–Lenz operator

\[
a_i=r_ip^2-p_iD-\frac{r_i}{r}.
\]

We use \([D,r_i]=-ir_i\), \([D,p_i]=ip_i\), \([r_i,p^2]=2ip_i\), \([1/r,D]=-i/r\) and, for a function \(f(\mathbf r)\), \([p^2,f]=-\nabla^2f-2i\nabla f\cdot\mathbf p\).

The operator is Hermitian. Since \(D^\dagger=D-3i\), the adjoint of \(r_ip^2-p_iD\) is

\[
p^2r_i-(D-3i)p_i=(r_ip^2-2ip_i)-(p_iD-2ip_i)=r_ip^2-p_iD .
\]

It also commutes with \(H_0\). The purely kinetic terms cancel, because \([p^2/2,r_ip^2]\) and \([p^2/2,p_iD]\) both equal \(-ip_ip^2\). With \(\nabla^2(r_i/r)=-2r_i/r^3\), the remaining terms are

\[
-\Big[\frac{p^2}2,\frac{r_i}r\Big]=-\frac{r_i}{r^3}+\frac{i}{r}p_i-\frac{ir_i}{r^3}D,
\]
\[
-\Big[\frac1r,r_ip^2-p_iD\Big]=\frac{2ir_i}{r^3}D-\frac{ir_i}{r^3}D-ip_i\frac1r
=\frac{ir_i}{r^3}D-\frac irp_i+\frac{r_i}{r^3},
\]

and their sum is zero.

For the commutator of two components, write \(\ell_{ik}=r_ip_k-r_kp_i\). The kinetic parts give three contributions:

\[
[r_ip^2,r_kp^2]=-2i\ell_{ik}p^2,\qquad [p_iD,p_kD]=0,
\]
\[
-[r_ip^2,p_kD]-[p_iD,r_kp^2]=i(p_kr_i-p_ir_k)p^2=i\ell_{ik}p^2 .
\]

In the last line the terms \(\pm i\delta_{ik}p^2D\) have cancelled. The total is \(-i\ell_{ik}p^2\).

In the cross terms with \(r_k/r\), everything symmetric in \(i,k\) cancels, and \([D,r_k/r]=0\). The part that survives comes from \(r_i[p^2,r_k/r]\), which contains \(-2ir_ip_k/r\). After antisymmetrization and with the minus sign in \(a_i\), it contributes \(+2i\ell_{ik}/r\). Therefore

\[
[a_i,a_k]=-2iH_0\,\ell_{ik}.
\]

In the shell \(-2H_0=1/n^2\), so \(\mathbf A=n\mathbf a\) obeys \([A_x,A_y]=iL_z\) and its cyclic forms. Since \(\mathbf A\) is a vector operator, \([L_x,A_y]=iA_z\). It follows that

\[
\mathbf J_1=\tfrac12(\mathbf L+\mathbf A),\qquad \mathbf J_2=\tfrac12(\mathbf L-\mathbf A)
\]

are two commuting angular momenta.

Because \(\mathbf r\cdot\mathbf L=\mathbf p\cdot\mathbf L=0\), and \(\mathbf L\) commutes with \(p^2\), \(D\) and \(r\), we have \(\mathbf A\cdot\mathbf L=\mathbf L\cdot\mathbf A=0\). Thus \(J_1^2=J_2^2\), and the two lengths are equal. A pair of spins \(j\) contains \(l=0,1,\ldots,2j\), once each. The shell contains \(l=0\) once, so it holds one such pair, and its largest \(l\) gives \(2j=n-1\).

### The field inside the shell

Let \(\doteq\) mean equality of matrix elements between states of the same shell. Any commutator with \(H_0\) is \(\doteq0\). In particular \(p_z=i[H_0,z]\doteq0\), and

\[
i[H_0,zD]=p_zD+zp^2-\frac zr\doteq0,
\]
\[
i[H_0,r^2p_z]=(2D-3i)p_z-\frac zr=2p_zD-ip_z-\frac zr\doteq0 .
\]

The second line gives \(p_zD\doteq z/(2r)\), and the first then gives \(zp^2\doteq z/(2r)\). Hence

\[
a_z\doteq-\frac zr,\qquad
-\frac{z}{2n^2}\doteq zH_0\doteq\frac z{4r}-\frac zr=-\frac{3z}{4r}.
\]

Eliminating \(z/r\) yields \(a_z\doteq-2z/(3n^2)\), or \(z\doteq-\tfrac32nA_z\). Since \(A_z=J_{1z}-J_{2z}\), this is (1).

### The evolved state

Write the \(s\) state as \(\sum_m\alpha_m|m,-m\rangle\). It is annihilated by \(J_{1+}+J_{2+}\). The coefficient of \(|m+1,-m\rangle\) is \(\sqrt{j(j+1)-m(m+1)}\,(\alpha_m+\alpha_{m+1})\), so the signs alternate:

\[
|S\rangle=\frac1{\sqrt n}\sum_{m=-j}^{j}(-1)^{j-m}|m,-m\rangle .
\]

With \(\varphi=2\omega t=3nFt\), the two rotation matrices are diagonal and their phases add:

\[
e^{i\varphi J_{1z}/2}e^{-i\varphi J_{2z}/2}|m,-m\rangle=e^{i\varphi m}|m,-m\rangle .
\]

The common factor \(e^{-iE_nt}\) does not affect populations. The return probability is

\[
P_0=\left[\frac{\sin(n\varphi/2)}{n\sin(\varphi/2)}\right]^2 . \tag{2}
\]

It equals one only if all phases \(e^{i\varphi m}\) agree. Adjacent \(m\) differ by one, so \(\varphi\) must be a multiple of \(2\pi\). The first return is at

\[
T=\frac{2\pi}{3nF}. \tag{3}
\]

Each pseudospin has then made half a turn, in opposite directions. The singlet responds only to the relative turn, which is complete. The amplitude acquires the sign \((-1)^{2j}=(-1)^{n-1}\), which is the same for every \(m\).

### The \(l\) states as polynomials

Any state with \(m_1+m_2=0\) can be written \(f(J_{1z})|S\rangle\). Since \(\mathbf L|S\rangle=0\) and \(\mathbf J_2\) commutes with \(J_{1z}\), \(L^2\) acts on \(f\) as \(\sum_i[J_{1i},[J_{1i},f]]\). The \(z\) term vanishes. The ladder relation \(J_+f(J_z)=f(J_z-1)J_+\) turns the rest into

\[
(L^2f)(m)=b_m[f(m)-f(m+1)]+b_{m-1}[f(m)-f(m-1)], \tag{4}
\]

where \(b_m=j(j+1)-m(m+1)\). For \(f=m^k\), the differences are

\[
f(m\pm1)-f(m)=\pm km^{k-1}+\tfrac12k(k-1)m^{k-2}+\cdots .
\]

The leading term of (4) is \([k(k-1)+2k]m^k=k(k+1)m^k\), and the other terms have lower degree. Thus \(L^2\) is triangular in the powers of \(m\), and its eigenfunction with eigenvalue \(l(l+1)\) is a polynomial \(t_l(m)\) of degree \(l\). Since \(L^2\) is Hermitian, these polynomials are orthogonal on \(m=-j,\ldots,j\). We normalize them to \(\sum_mt_l^2=1\). The amplitude is then

\[
c_l=\frac1{\sqrt n}\sum_mt_l(m)e^{i\varphi m}. \tag{5}
\]

### Evaluating the sum

Put \(x=m+j=0,\ldots,n-1\) and \(\Delta g(x)=g(x+1)-g(x)\). Define

\[
w(x)=\prod_{q=0}^{l-1}(x-q)(x-n-q),\qquad Q(x)=\Delta^lw(x).
\]

The function \(w\) vanishes at \(0,\ldots,l-1\) and at \(n,\ldots,n+l-1\). These zeros remove all boundary terms in \(l\) summations by parts:

\[
\sum_{x=0}^{n-1}g(x)Q(x)=(-1)^l\sum_{x=0}^{n-1}w(x+l)\Delta^lg(x). \tag{6}
\]

If \(g\) is a polynomial of degree below \(l\), the right side is zero. Since \(Q\) has degree \(2l-l=l\), it is proportional to \(t_l\).

Let \(N=n-1-l\). The nonzero values of \(w(x+l)\) occur at \(x=s=0,\ldots,N\), where

\[
w(l+s)=(-1)^l\frac{(l+s)!}{s!}\frac{(l+N-s)!}{(N-s)!}=(-1)^l(l!)^2B_s,
\]
\[
B_s=\binom{l+s}{l}\binom{l+N-s}{l}.
\]

For \(g=e^{i\varphi x}\) we have \(\Delta^lg=(e^{i\varphi}-1)^le^{i\varphi x}\), and \(|e^{i\varphi}-1|=2|\sin(\varphi/2)|\). The remaining sum \(\sum_sB_se^{i\varphi s}\) is the coefficient of \(u^N\) in \([(1-ue^{i\varphi})(1-u)]^{-l-1}\). With \(u=ve^{-i\varphi/2}\) this function becomes

\[
[1-2v\cos(\varphi/2)+v^2]^{-l-1}=\sum_NC_N^{(l+1)}(\cos\tfrac\varphi2)\,v^N ,
\]

which defines the Gegenbauer polynomials. Thus

\[
\Big|\sum_xQ(x)e^{i\varphi x}\Big|=(l!)^2\,\Big|2\sin\frac\varphi2\Big|^l\,\Big|C_N^{(l+1)}\Big(\cos\frac\varphi2\Big)\Big| .
\]

For the norm, set \(g=Q\) in (6). The leading term of \(w\) is \(x^{2l}\), so \(\Delta^lQ=\Delta^{2l}w=(2l)!\). At \(\varphi=0\) the generating function is \((1-u)^{-2l-2}\), so \(\sum_sB_s=\binom{n+l}{2l+1}\). Therefore

\[
\sum_xQ^2=(2l)!\,(l!)^2\binom{n+l}{2l+1}=\frac{(l!)^2(n+l)!}{(2l+1)(n-l-1)!}.
\]

Dividing the squared modulus by \(n\) and by this norm gives

\[
P_l(t)=\frac{(2l+1)(l!)^2(n-l-1)!}{n\,(n+l)!}
\Big(2\sin\frac\varphi2\Big)^{2l}
\Big[C_{n-l-1}^{(l+1)}\Big(\cos\frac\varphi2\Big)\Big]^2 ,
\quad \varphi=3nFt. \tag{7}
\]

For \(n=2\) this gives \(P_0=\cos^2(3Ft)\) and \(P_1=\sin^2(3Ft)\), in agreement with the two-level calculation.

## Limits and mean angular momentum

At early times \(P_l\) with \(l\ge1\) starts as \(t^{2l}\): the field changes \(l\) by one unit at a time, so \(l\) actions are needed. The variance of \(m\) over its \(n\) equally weighted values is \((n^2-1)/12\), hence \(P_0\simeq1-(n^2-1)\varphi^2/12\) while \(n\varphi\ll1\).

The mean of \(L^2\) follows from (4) with \(f=e^{i\varphi m}/\sqrt n\). Since \(\sum_mb_m=\sum_mb_{m-1}=\tfrac23nj(j+1)\),

\[
\langle L^2\rangle=\tfrac43j(j+1)(1-\cos\varphi)=\tfrac23(n^2-1)\sin^2\frac\varphi2 .
\]

It is largest at \(T/2\). There \(\cos(\varphi/2)=0\), and the generating function \((1+v^2)^{-l-1}\) has only even powers. Populations with \(n-1-l\) odd therefore vanish at that moment.

## Worked example: \(n=10\), \(F=10^{-7}\)

The weak-field parameter is \(n^5F=0.01\). The spacing of the \(m=0\) levels is \(3nF=3\times10^{-6}\) hartree, so

\[
T=\frac{2\pi}{3\times10^{-6}}=2.094\times10^6\ \text{a.u.}=50.66\ \text{ps}.
\]

This is about 333 Kepler periods \(2\pi n^3\). By (2), the \(s\) population first vanishes at \(T/10\). At \(T/4\), \(\varphi=\pi/2\), and

\[
P_0=\left[\frac{\sin(5\pi/2)}{10\sin(\pi/4)}\right]^2=\frac1{50}=0.020 .
\]

At \(T/2\), the highest \(l\) has \(C_0^{(10)}=1\), and (7) gives

\[
P_9=\frac{19\,(9!)^2\,4^9}{10\cdot19!}=0.539 .
\]

The other nonzero populations at \(T/2\) are

- \(P_1=0.030\) and \(P_3=0.075\),
- \(P_5=0.131\) and \(P_7=0.225\).

Here \(\langle L^2\rangle=\tfrac23\cdot99=66\), below the value \(9\cdot10=90\) of a pure \(l=9\) state. The transfer to high \(l\) is large but incomplete.

The time \(T\) separates the two solutions sharply. The wrong one has \(\omega T=\pi\) and predicts \(P_0^{\rm wrong}=[\sin(5\pi)/10]^2=0\), where the right one predicts one. Propagation with \(H_0+Fz\) in a finite Sturmian basis of 253 functions, which includes other shells, gives 0.99998.

## Where the result stops holding

**Other shells.** In that propagation the populations differ from (7) by at most \(3.4\times10^{-5}\) in absolute value at the 41 sampled times within one period. The largest sampled population outside the shell is \(7.4\times10^{-5}\). Both are below \((n^5F)^2=10^{-4}\), the expected scale of mixing between shells. The finite basis does not describe field ionization. To first order in \(F\), the outermost \(m=0\) levels of a shell shift by \(\pm\tfrac32n(n-1)F\). Those of shells 10 and 11 therefore cross when \(300F=1/200-1/242\), which is \(n^5F\simeq0.29\) for \(n=10\). The restriction to one shell needs a field well below that value.

**Fine structure.** Too weak a field also spoils (7), because the zero-field levels of the shell are not truly degenerate. Their leading-order fine-structure spread is \(2.4\times10^{-8}\) hartree, 0.8% of the Stark spacing here. Including it inside the shell changes the sampled populations by at most \(2.6\times10^{-5}\) and leaves an \(s\) population of 0.99998 at \(T\). The spread would equal \(3nF\) at \(F\simeq2.4\times10^{-8}/30=8\times10^{-10}\), where (7) can no longer be trusted. Even in a stronger field, the small phases due to fine structure grow with time, so the agreement found over one period does not extend to arbitrarily many. The Lamb shift, hyperfine structure and radiative decay are left out of these figures.

**Switching.** For a field of fixed direction, the shell Hamiltonians at different times commute. A gradual switch-on therefore leaves (7) intact within the isolated, degenerate shell, with

\[
\varphi(t)=3n\int_0^tF(t')\,dt' .
\]

A ramp short compared with \(T\) merely shifts the clock slightly. A very slow ramp is different in the real atom: fine structure adds phases that grow with the duration of the ramp, and the degenerate-shell model leaves them out.

The numerical output below lists the populations at four times and the comparisons quoted here.

## Computed values

```
principal quantum number n = 10
pseudospin length j = 4.5
field F = 1.000e-07 a.u. = 514.22 V/cm
weak-field parameter n^5 F = 0.0100
m=0 level spacing 3nF = 3.0000e-06 hartree
recurrence time T = 2.09440e+06 a.u. = 50.661 ps
first zero of s population T/n = 2.09440e+05 a.u.
Kepler period 2 pi n^3 = 6283.19 a.u.
T / Kepler period = 333.33
l populations (dimensionless) at t/T = 0.05, 0.10, 0.25, 0.50
l = 0:  0.408635  0.000000  0.020000  0.000000
l = 1:  0.493624  0.317337  0.000606  0.030303
l = 2:  0.091144  0.469666  0.096970  0.000000
l = 3:  0.006372  0.179990  0.053706  0.074592
l = 4:  0.000222  0.030200  0.054825  0.000000
l = 5:  0.000004  0.002669  0.332308  0.131282
l = 6:  0.000000  0.000133  0.310303  0.000000
l = 7:  0.000000  0.000004  0.112327  0.224654
l = 8:  0.000000  0.000000  0.017902  0.000000
l = 9:  0.000000  0.000000  0.001053  0.539169
sum of populations: 1.000000  1.000000  1.000000  1.000000
mean L^2 (hbar^2): 1.6151  6.3024  33.0000  66.0000
largest error, pseudospin matrices vs formula = 5.2e-15
Sturmian basis size = 253
largest population change, full H0+Fz vs formula = 3.36e-05
largest sampled population outside shell = 7.42e-05
s population at T, full H0+Fz = 0.9999813
fine-structure spread = 2.396e-08 hartree
fine-structure spread / Stark spacing = 0.00799
largest population change from fine structure = 2.55e-05
s population at T with fine structure = 0.9999775
```
